# Adiabatic Subband Error for a Hard-Wall Strip with Sinusoidal Thickness

## Scaling and symmetry

An electron of mass $m$ moves in a strip with a flat wall at $z=0$ and a corrugated wall at

$$t(x)=t_0+a\cos qx,\qquad q=\frac{2\pi}{\lambda},\qquad 0<a<t_0 .$$

The potential is zero inside and the wavefunction vanishes on both walls. The state is uniform along the third direction, so the problem is two-dimensional. The only lengths are $t_0$, $a$ and $\lambda$, and the only energy that $\hbar$, $m$ and $t_0$ can form is $U=\hbar^2/(2mt_0^2)$, up to a number. Every energy in the problem therefore has the form

$$U\,f\!\left(\frac{a}{t_0},\frac{\lambda}{t_0}\right).$$

Changing the sign of $a$ only shifts the corrugation by half a period, which leaves the spectrum unchanged. The ground level is nondegenerate, so at fixed $\lambda$ its shift from the flat-film value, expanded in small $a$, contains only even powers. It generally starts at $a^2$; the coefficient derived below vanishes only at $\lambda=4t_0/\sqrt3$, where the shift is of higher order.

From here to the worked example, lengths are in units of $t_0$ and energies in units of $U$, so the Hamiltonian is $-\partial_x^2-\partial_z^2$. Three ground energies will be compared:

- $E$, that of the two-dimensional strip;
- $E_{\rm ad}$, that of one-dimensional motion in the bare subband potential $V(x)=\pi^2/t(x)^2$;
- $E_{\rm diag}$, that of the same motion with the diagonal correction derived below.

The quantity to be mapped is the gap $D=E-E_{\rm ad}$.

## The direct algorithm

The ground energy is the minimum of the Rayleigh quotient

$$E=\min_\psi\frac{\int(\psi_x^2+\psi_z^2)\,dx\,dz}{\int\psi^2\,dx\,dz},$$

taken over one period. The ground state can be chosen real and positive and is nondegenerate, so it shares the symmetries of the strip: it is periodic with period $\lambda$ and even in $x$.

The map $u=z/t(x)$ turns the strip into a rectangle. Write $\psi(x,z)=\phi(x,u)$. At fixed $z$, $\partial u/\partial x=-zt'/t^2=-ut'/t$, and hence

$$\psi_x=\phi_x-\frac{ut'}{t}\phi_u,\qquad \psi_z=\frac{\phi_u}{t},\qquad dx\,dz=t\,dx\,du .$$

Squaring and multiplying by the area factor $t$ gives the numerator

$$\int dx\int_0^1du\left[t\phi_x^2-2ut'\phi_x\phi_u+\frac{u^2t'^2}{t}\phi_u^2+\frac{\phi_u^2}{t}\right]$$

and the denominator $\int t\phi^2\,dx\,du$. The trial function is

$$\phi=\sum_{k,j}c_{kj}\,C_k(x)\,g_j(u),\quad C_k=\cos kqx,\quad g_j=u(1-u)P_j(2u-1),$$

with Legendre polynomials $P_j$. The factor $u(1-u)$ enforces both wall conditions. Let angle brackets denote an average over $x$, round brackets an integral over $u$, and a dot a derivative with respect to $u$. Making the quotient stationary gives $Hc=E\,Sc$ with

$$S_{kj,li}=\langle tC_kC_l\rangle(g_jg_i),$$

$$\begin{aligned}H_{kj,li}={}&\langle tC_k'C_l'\rangle(g_jg_i)-\langle t'C_k'C_l\rangle(g_ju\dot g_i)-\langle t'C_kC_l'\rangle(\dot g_jug_i)\\&+\langle t'^2C_kC_l/t\rangle(\dot g_ju^2\dot g_i)+\langle C_kC_l/t\rangle(\dot g_j\dot g_i).\end{aligned}$$

The two cross terms come from $-2ut'\phi_x\phi_u$, split evenly so that $H$ is symmetric. The $x$ averages use 256 equally spaced points and the $u$ integrals use Gauss–Legendre quadrature. With 24 cosines and 12 polynomials there are 288 unknowns. The adiabatic problem, in the same cosines, has 24.

## Two bounds from one-dimensional problems

The sign of $D$ can be settled before anything is computed. For the normalized ground state, define $F(x)\ge0$ by $F^2=\int_0^t\psi^2dz$. At each $x$, $\psi$ vanishes at the ends of an interval of length $t$, so

$$\int_0^t\psi_z^2\,dz\ge\frac{\pi^2}{t^2}F^2 .$$

Differentiating $F^2$ gives $FF'=\int_0^t\psi\psi_x\,dz$. The moving upper limit adds nothing because $\psi$ vanishes there. The Cauchy–Schwarz inequality then gives $F^2F'^2\le F^2\int\psi_x^2dz$, or $\int\psi_x^2dz\ge F'^2$. Adding the two results and integrating over $x$,

$$E\ge\int\left(F'^2+\frac{\pi^2}{t^2}F^2\right)dx\ge E_{\rm ad}.$$

Equality in the first inequality would require $\psi=F\chi$, where

$$\chi(x,z)=\sqrt{2/t}\,\sin(\pi z/t).$$

But $\chi$ changes with $x$, and this change costs kinetic energy, as shown next. Thus $D>0$.

For the upper bound, take $\psi=F\chi$ as a trial function. Then $\psi_x=F'\chi+F\chi_x$. Since $\int\chi^2dz=1$ at every $x$, $\int\chi\chi_xdz=0$ and the cross term vanishes. What remains is $F'^2+F^2\int\chi_x^2dz$. Because $\chi=t^{-1/2}$ times a function of $z/t$,

$$\chi_x=-\frac{t'}{t}\left(\tfrac12\chi+z\chi_z\right).$$

The square of the bracket gives three integrals:

$$\int\tfrac14\chi^2dz=\tfrac14,\qquad \int z\chi\chi_zdz=\tfrac12\int z(\chi^2)_zdz=-\tfrac12,$$

$$\int z^2\chi_z^2dz=2\pi^2\int_0^1u^2\cos^2\pi u\,du=2\pi^2\left(\frac16+\frac1{4\pi^2}\right)=\frac{\pi^2}3+\frac12 .$$

The last line uses $\cos^2\pi u=\tfrac12(1+\cos2\pi u)$ and $\int_0^1u^2\cos2\pi u\,du=1/(2\pi^2)$, found by two integrations by parts. The sum is

$$C=\frac{\pi^2}{3}+\frac14=3.540 .$$

The corrected potential is therefore $V+C(t'/t)^2$, and

$$E_{\rm ad}<E\le E_{\rm diag}.$$

The width $E_{\rm diag}-E_{\rm ad}$ needs two small one-dimensional calculations and bounds the error of either of them. The constant $C$ belongs to a strip with one flat wall; other wall shapes need their own integral.

## Long waves at fixed amplitude

When $\lambda\to\infty$ at fixed $a$, the electron settles where the strip is thickest, near $x=0$, with $t_m=1+a$. There $t\simeq t_m-aq^2x^2/2$, so

$$V\simeq\frac{\pi^2}{t_m^2}+\Omega^2x^2,\qquad \Omega=\pi q\sqrt{\frac{a}{t_m^3}} .$$

The ground state of $-\partial_x^2+\Omega^2x^2$ is proportional to $e^{-\Omega x^2/2}$, for which $\langle x^2\rangle=1/(2\Omega)$. Overlap between neighbouring wells is negligible in this limit.

The leading gap is the first-order energy of the diagonal correction. With $t'\simeq-aq^2x$,

$$D\simeq\frac{Ca^2q^4}{t_m^2}\,\frac1{2\Omega}=\frac{C\,a^{3/2}q^3}{2\pi\sqrt{t_m}} .$$

Coupling to higher subbands has been dropped, and scaling shows why. The electron's extent is $x\sim q^{-1/2}$, so $\partial_x\sim q^{1/2}$ and $t'\sim q^{3/2}$. The coupling contains $t'\partial_x$ and $t''$, both of order $q^2$. Its square divided by a subband spacing of order one is of order $q^4$, one power beyond the result.

The approach to this law is visible in the eigenvalues. For $a=0.1$, with the basis changed to 48 cosines and 10 polynomials, the computed gap divided by the formula is 0.963 at $\lambda=80$ and 0.981 at $\lambda=160$. The deviation halves when $q$ halves, and removing a linear term in $q$ gives 0.9995.

## Small amplitude at fixed wavelength

The opposite order of limits, $a\to0$ at fixed $\lambda$, gives a different law. Expand

$$\psi=\psi_0+a\psi_1+a^2\psi_2+\dots,\qquad E=\pi^2+a^2\epsilon+\dots,\qquad \psi_0=\sin\pi z .$$

The wall condition $\psi(x,1+a\cos qx)=0$ is expanded about $z=1$. At first order,

$$\psi_1(x,1)=-\psi_0'(1)\cos qx=\pi\cos qx .$$

Since $\psi_1$ obeys $(\partial_x^2+\partial_z^2+\pi^2)\psi_1=0$ and vanishes at $z=0$,

$$\psi_1=\pi\cos qx\,\frac{\sin\kappa z}{\sin\kappa},\qquad \kappa^2=\pi^2-q^2 .$$

Any added multiple of $\psi_0$ would only change the normalization. At second order the wall condition is

$$\psi_2(x,1)+\cos qx\,\partial_z\psi_1(x,1)+\tfrac12\cos^2qx\,\psi_0''(1)=0 ,$$

and its last term vanishes because $\psi_0''(1)=-\pi^2\sin\pi=0$. Averaging over $x$ gives

$$\bar\psi_2(1)=-\tfrac12\pi\kappa\cot\kappa .$$

The averaged wave equation is $\bar\psi_2''+\pi^2\bar\psi_2=-\epsilon\sin\pi z$. Multiply it by $\sin\pi z$ and integrate from 0 to 1. Two integrations by parts leave the boundary term $\pi\bar\psi_2(1)$ on the left, and the right side is $-\epsilon/2$. Therefore

$$\epsilon=-2\pi\bar\psi_2(1)=\pi^2\kappa\cot\kappa .$$

For $q>\pi$, $\kappa=i\eta$ with $\eta=\sqrt{q^2-\pi^2}$, and $\kappa\cot\kappa=\eta\coth\eta$. At $q=\pi$ its value is 1.

The adiabatic energy is expanded to the same order, from

$$V=\pi^2(1-2a\cos qx+3a^2\cos^2qx+\dots).$$

The average of the last term is $3\pi^2a^2/2$. The cosine term couples the uniform state to $\sqrt2\cos qx$ with matrix element $-\sqrt2\pi^2a$ and energy denominator $q^2$, so it lowers the energy by $2\pi^4a^2/q^2$. Subtracting,

$$D\simeq\pi^2a^2\left[\kappa\cot\kappa+\frac{2\pi^2}{q^2}-\frac32\right].$$

**Small $q$.** Put $\kappa=\pi-\delta$, so that $q^2=\delta(2\pi-\delta)$. Then

$$\kappa\cot\kappa=-(\pi-\delta)\cot\delta=-\frac\pi\delta+1+\frac{\pi\delta}3+O(\delta^2),$$

$$\frac{2\pi^2}{q^2}=\frac\pi\delta\left(1-\frac\delta{2\pi}\right)^{-1}=\frac\pi\delta+\frac12+\frac\delta{4\pi}+O(\delta^2).$$

The singular and constant terms cancel in the bracket. With $\delta\simeq q^2/2\pi$,

$$D\simeq a^2q^2\left(\frac{\pi^2}6+\frac18\right)=\tfrac12Ca^2q^2 .$$

This is the diagonal correction averaged over a uniform state, because $\langle t'^2\rangle=a^2q^2/2$.

**Large $q$.** Here $\eta\coth\eta\to q$ and $D\simeq\pi^2a^2q$, provided that $qa$ is still small. The response $\psi_1$ now decays away from the rough wall over a distance of about $1/q$. Only a surface layer follows the corrugation, whereas $\chi$ stretches across the whole film. That is why $E_{\rm diag}$, whose correction continues to grow as $q^2$, overshoots.

The expansion of $E_{\rm ad}$ requires a nearly uniform lateral state. Equating the potential amplitude $2\pi^2a$ to the lateral energy $q^2$ estimates where this fails:

$$\lambda_{\rm loc}\simeq\sqrt{2/a}\quad\text{in units of }t_0 .$$

At longer wavelengths the state localizes. The powers $\lambda^{-3}$, $\lambda^{-2}$ and $\lambda^{-1}$ thus belong to different regimes, and a single fitted power would mix them.

## A limit on the growth

At fixed $a$ the linear law in $q$ cannot continue. A flat strip of thickness $1-a$ fits inside the corrugated one. Its ground state, continued by zero, is an allowed trial function, so

$$E\le\frac{\pi^2}{(1-a)^2},\qquad D\le\frac{\pi^2}{(1-a)^2}-E_{\rm ad}.$$

The bound on $D$ tightens as the wavelength falls. With $\theta=qx$, the adiabatic quotient has numerator $\int(q^2F_\theta^2+VF^2)d\theta$ on a fixed interval. For each trial function it cannot decrease with $q$, so neither can its minimum $E_{\rm ad}$. The same argument applies to $E$, but not to their difference; the growth of $D$ in the example is a computed result.

## Worked map for a 2 nm film

Take $t_0=2.0$ nm, $a=0.2$ nm and $m=0.20\,m_e$, with $m_e$ the free-electron mass. Then $U=47.62$ meV, and the flat film has ground energy $\pi^2U=470.0$ meV. The amplitude, thickness and mass are held fixed while $\lambda$ changes. The local exponent $p=-d\ln D/d\ln\lambda$ comes from gaps computed at $1.02\lambda$ and $\lambda/1.02$. Energies are in meV.

| $\lambda$ (nm) | $E_{\rm ad}$ | $E$ | $E_{\rm diag}$ | $D$ | $p$ |
|---:|---:|---:|---:|---:|---:|
| 40 | 401.28 | 401.30 | 401.30 | 0.022 | 2.86 |
| 20 | 413.89 | 414.04 | 414.04 | 0.150 | 2.72 |
| 12 | 429.98 | 430.56 | 430.59 | 0.582 | 2.58 |
| 8 | 446.61 | 448.21 | 448.32 | 1.60 | 2.39 |
| 6 | 457.47 | 460.55 | 460.85 | 3.08 | 2.14 |
| 4 | 467.75 | 474.57 | 475.86 | 6.82 | 1.79 |
| 3 | 471.79 | 482.86 | 486.44 | 11.07 | 1.58 |
| 2 | 474.76 | 494.54 | 508.04 | 19.78 | 1.28 |

The gap grows about 910-fold between 40 and 2 nm, while its local exponent falls from 2.86 to 1.28. The estimated localization wavelength, $2.0\sqrt{2/0.1}=8.9$ nm, lies inside this gradual change.

At $\lambda=t_0$ the small-amplitude law can be evaluated by hand. Here $q=2\pi$, $\eta=\sqrt3\,\pi=5.441$ and $\coth\eta\simeq1$, so

$$D\simeq47.62\times\pi^2(0.1)^2(5.441+0.5-1.5)=20.9\ {\rm meV}.$$

This is 6% above the computed gap. At 40 nm the same law gives 0.083 meV, nearly four times the computed value, because the state is localized there. The long-wave law gives 0.025 meV, much closer to 0.022 meV.

Relative to $E$, the gap at 2 nm is 4.0%. Relative to the shift caused by roughness it is far larger. The direct energy lies $494.54-470.04=24.5$ meV above the flat film, and the adiabatic one only 4.7 meV above it. At 4 nm even the sign differs: the adiabatic energy is 2.3 meV below the flat value and the direct energy 4.5 meV above it.

The diagonal correction leaves an excess of 0.30 meV at 6 nm, a tenth of the bare error. At 2 nm the excess is 13.5 meV, about two thirds of the bare error, so the correction no longer replaces the direct solution. The flat-strip bound at 2 nm is $D\le105.5$ meV. Since $E_{\rm ad}$ does not fall as $\lambda$ decreases, this bound also holds at every shorter wavelength.

## Numerical error in the gap

A small gap is the difference of two large numbers. If the computed energies carry errors $e_2$ and $e_1$, the relative error of $D$ is $(e_2-e_1)/D$, not $e_2/E$. Apart from quadrature and rounding, both errors are nonnegative because both methods minimize over a restricted space. Their difference can have either sign, so the computed $D$ is not itself a bound.

At 40 nm, $D/E$ is about $5\times10^{-5}$, and an accuracy of 1% in $D$ requires about $5\times10^{-7}$ in the energies. Enlarging the basis to 32 cosines and 15 polynomials changes $D$ by less than 0.1% at both ends of the table.

A separate discretization measures the error of the direct energy. Linear triangular elements were placed in the physical coordinates over half a period, with 48 and then 96 divisions in each direction. Their leading error is quadratic in the mesh size, so $(4E_{96}-E_{48})/3$ removes it. At $\lambda=8$ and 2 nm the result differs from the polynomial energy by less than $3\times10^{-5}$ meV. These figures describe the solution of the model. The errors of the model itself are much larger.

## Relation to an oxide channel

The parameters are rough values for an ultrathin In$_2$O$_3$ transistor channel grown by atomic layer deposition. The isotropic mass suits a cubic or amorphous film. Hard walls are the assumption that matters most among those sized here. Replacing them by 2 eV barriers, with the same mass outside, lowers the gap at $\lambda=2$ nm from 19.8 to 4.4 meV and the ground energy from 495 to 278 meV. This used a sine basis in a box extending 2 nm beyond the film on each side, for both the direct and the adiabatic energy. The other effects were sized one at a time, with hard walls retained. A sheet density of $10^{13}$ cm$^{-2}$ and a film permittivity of 9 give a field of 2.0 MV/cm; applied uniformly, as a severe case, it gives, at $\lambda=2$ nm, a gap $D$ of about 15 meV when it pulls electrons to the flat wall and about 25 meV when it pulls them to the rough one. In a gate oxide of permittivity 18 the field is 1.0 MV/cm, below a rough breakdown field of several MV/cm. A nonparabolic band $E(1+\alpha E)=\hbar^2k^2/2m$, with a rough $\alpha=0.5$ eV$^{-1}$, maps each hard-wall energy $E_p$ to $(\sqrt{1+4\alpha E_p}-1)/(2\alpha)$ and gives $D=14.1$ meV. The thermal energy at 300 K is 25.9 meV, and the chosen density fills a flat spin-degenerate subband to 120 meV, so device electrons are not confined to the ground state treated here. Finally, $\hbar^2q^2/2m$ is 1.9 eV at $\lambda=2$ nm, where a parabolic effective-mass description is doubtful, and real roughness is random, two-dimensional and built from atomic steps. The last row of the table therefore measures the failure of the adiabatic approximation within the strip model; it does not predict a level shift in a device.
